# Subband states of a symmetric film with two inversion layers

**Question**

I am working through a symmetric double-gate film: undoped, equal gates, equal oxides. When the film is thick enough, the electron density has one peak near each face and little in between. I would therefore label the lowest subbands "left" and "right": two separate wells, two degenerate levels, each electron living at one face. A colleague says that these are not eigenstates. But the layers are clearly there, so what are the eigenstates, how far apart are their energies, and does the difference matter in a real film?

**Answer**

Your colleague is right about the symmetric film. Its subband states are even or odd, and each of the lowest two has half its weight at each face. Their energies differ by an amount that falls exponentially with the width of the barrier between the layers. Your left and right states are combinations of the two. They are not stationary, but they can be the more useful description once the symmetry is broken even slightly.

**The model**

Let the film occupy $-a\le z\le a$, with thickness $t=2a$ and impenetrable faces. With one effective mass $m$ across the film, the subband equation is

$$-\frac{\hbar^2}{2m}\psi''+V(z)\psi=E\psi,\qquad \psi(\pm a)=0 .$$

The electron potential energy obeys $V''=-e^2n/\varepsilon$, where $n$ is the electron number density. I assume that the mean field is symmetric, $V(-z)=V(z)$, so no charge has moved spontaneously to one side. Then $V'(0)=0$, and since $V''\le 0$, $V$ has its maximum at mid-plane: a barrier between two wells.

**Why every state has a parity**

Suppose $f$ and $g$ solve the equation at the same energy. Then $fg''-gf''=0$, so $W=fg'-gf'$ is constant, and it is zero because both functions vanish at $a$. The slope $f'(a)$ is not zero, otherwise $f$ would vanish everywhere. The combination $g-[g'(a)/f'(a)]f$ has zero value and zero slope at $a$, hence is zero throughout. So $g$ is a multiple of $f$, and no level is degenerate.

Now reflect an eigenstate: $\psi(-z)$ solves the same equation at the same energy, so $\psi(-z)=c\,\psi(z)$. Reflecting twice gives $c^2=1$, hence $c=\pm1$. In both cases $|\psi(z)|^2=|\psi(-z)|^2$, which excludes a one-sided eigenstate, however thick the film.

**The splitting from half the film**

Even states have $\psi'(0)=0$ and odd states have $\psi(0)=0$. Let $\psi_e$ and $\psi_o$ be the lowest of each kind. Each is the ground state of a problem on $0\le z\le a$. Such a state has no sign change: $|\psi|$ would have the same, minimal, energy and would also have to solve the equation, which a kink at a zero forbids. Take both positive for $0<z<a$.

Multiply the equation for $\psi_o$ by $\psi_e$, the equation for $\psi_e$ by $\psi_o$, and subtract. The potential cancels:

$$-\frac{\hbar^2}{2m}\left(\psi_e\psi_o''-\psi_o\psi_e''\right)=\Delta\,\psi_e\psi_o,\qquad \Delta=E_o-E_e .$$

The bracket is the derivative of $\psi_e\psi_o'-\psi_o\psi_e'$. This vanishes at $a$ and equals $\psi_e(0)\psi_o'(0)$ at mid-plane, so integration from $0$ to $a$ gives

$$\Delta=\frac{\hbar^2}{2m}\,\frac{\psi_e(0)\,\psi_o'(0)}{\int_0^a\psi_e\psi_o\,dz}. \tag{1}$$

No approximation has been made. Every factor is positive, so the even state is the lower one.

The next level is the odd one. The second even state is orthogonal to $\psi_e$, so it has a zero $c$ between $0$ and $a$. On $[c,a]$ it vanishes at both ends. Confinement to this shorter interval costs more energy than confinement to $[0,a]$, whose lowest energy is $E_o$.

**Why the splitting is small**

Isolate the right-hand well: keep $V(z)$ for $z>0$ and continue it at the constant value $V(0)$ for $z<0$. Let $\varphi$ be its normalized ground state, with energy $E<V(0)$. On the flat side,

$$\varphi(z)=\varphi(0)e^{\kappa z},\qquad \kappa=\frac{\sqrt{2m[V(0)-E]}}{\hbar}.$$

To leading order in the small tail, the states of the full film for $z>0$ are

$$\psi_{e,o}=\frac{\varphi+C\chi}{\sqrt2},$$

where $\chi$ is the solution that decays from mid-plane towards the right face, with $\chi(0)=1$ and $\chi'(0)=-q$.

- Even: $\psi_e'(0)=0$ requires $\kappa\varphi(0)-Cq=0$, so $C=\kappa\varphi(0)/q$ and $\psi_e(0)=\varphi(0)(1+\kappa/q)/\sqrt2$.
- Odd: $\psi_o(0)=0$ requires $C=-\varphi(0)$, so $\psi_o'(0)=\varphi(0)(\kappa+q)/\sqrt2$.

The integral in (1) is close to $1/2$, because each state has half its weight on the right. Therefore

$$\Delta\simeq\frac{\hbar^2}{2m}\,\varphi(0)^2\,\frac{(\kappa+q)^2}{q}.$$

For a flat barrier top $q=\kappa$, and the last factor is $4\kappa$. If curvature makes $q=\kappa(1+\eta)$, the factor is $4\kappa\,[1+\eta^2/(4+4\eta)]$, so the correction is of second order in $\eta$. Hence

$$\Delta\simeq\frac{2\hbar^2\kappa}{m}\,\varphi(0)^2 . \tag{2}$$

Now cut the film at mid-plane and insert a slab of thickness $s$ with constant potential $V(0)$. There is no kink, because $V'(0)=0$. The isolated state $\varphi$ is unchanged, since it already had a flat barrier on that side. The new mid-plane lies a distance $s/2$ further down its tail, where $\varphi^2$ is smaller by $e^{-\kappa s}$:

$$\Delta(s)\simeq\Delta(0)\,e^{-\kappa s}. \tag{3}$$

This holds with the wells held fixed.

**Numbers for a 15 nm film**

Take rough values for a (001) silicon film at 300 K: mass $0.92\,m_0$ across the film for the lower valleys, relative permittivity 11.7, and $10^{13}$ electrons per cm² in both layers together. The potential comes from a symmetric Schrödinger–Poisson calculation that includes the valleys with light mass across the film. The density at mid-plane is 0.11 of its peak, so there are indeed two layers.

The lowest level lies 66.6 meV below $V(0)$. With $\hbar^2/2m_0=0.0381$ eV nm², $\hbar^2/2m=0.0414$ eV nm² and

$$\kappa=\sqrt{0.0666/0.0414}\ \text{nm}^{-1}=1.27\ \text{nm}^{-1}.$$

The isolated well gives $\varphi(0)^2=1.95\times10^{-6}$ nm⁻¹, so (2) yields

$$\Delta=4(0.0414)(1.27)(1.95\times10^{-6})\ \text{eV}\approx4.1\times10^{-7}\ \text{eV}=0.41\ \mu\text{eV}.$$

Diagonalizing the whole film, with no parity imposed, also gives 0.41 µeV, and the lowest six heavy-mass states alternate between even and odd. Inserting a 2 nm slab multiplies the splitting by 0.0791, and a 4 nm slab by 0.00626; law (3) gives the same values to these digits.

Changing the real thickness is a different operation, because the charge rearranges. At fixed total sheet density:

| $t$ (nm) | $V(0)-E_e$ (meV) | $\Delta$ | gap from second to third heavy-mass level (meV) |
|---|---|---|---|
| 5 | 3.3 | 31 meV | 82 |
| 9 | 36 | 0.89 meV | 45 |
| 12 | 54 | 24 µeV | 51 |
| 15 | 67 | 0.41 µeV | 56 |
| 18 | 77 | 0.0052 µeV | 58 |

From 15 to 18 nm the splitting falls by a factor of 79, whereas $e^{\kappa s}$ with the 15 nm value of $\kappa$ and $s=3$ nm would give 45. The barrier has grown as well as widened, so (3) with fixed $\kappa$ does not describe this comparison.

At 5 nm the lowest level is barely below the barrier top and there is no close pair. Even at 15 nm, closeness belongs to the deep levels: the second heavy-mass pair is split by 1.5 meV, and the lowest light-mass pair by 7.8 meV. Two density peaks therefore do not show that every occupied subband is nearly degenerate.

**Why "left" and "right" seem to work**

Define $R=(\psi_e+\psi_o)/\sqrt2$ and $L=(\psi_e-\psi_o)/\sqrt2$. Since $\psi_e$ and $\psi_o$ nearly coincide for $z>0$ and nearly cancel in the sum for $z<0$, $R$ lies almost wholly on the right. If both members of the pair are equally filled, the cross terms cancel:

$$|R\rangle\langle R|+|L\rangle\langle L|=|\psi_e\rangle\langle\psi_e|+|\psi_o\rangle\langle\psi_o| .$$

The two descriptions then give the same density and the same value of every one-electron observable. They continue to agree at later times, because the right-hand side is stationary. The density profile cannot tell you which states are the eigenstates.

The filling is almost equal. A subband at energy $E$ holds $N(E)=DkT\ln[1+e^{(E_F-E)/kT}]$ electrons per area, and $dN/dE=-Df(E)$, where $f$ is the Fermi function. Hence $N_e-N_o\simeq Df\Delta$. Here $D=g_vm_d/\pi\hbar^2=1.59\times10^{14}$ eV⁻¹cm⁻², with $g_v=2$ valleys and in-plane mass $m_d=0.19\,m_0$. The Fermi level is 4.1 meV below $E_e$, so $f=0.46$. The difference is $3.0\times10^7$ cm⁻², against about $5\times10^{12}$ cm⁻² in the pair.

The difference shows when an electron is prepared on one side. Started in $R$, it evolves as

$$\frac{e^{-iE_et/\hbar}}{\sqrt2}\left(\psi_e+e^{-i\Delta t/\hbar}\psi_o\right),$$

where $t$ now denotes time. Its overlap with $R$ has squared modulus $\cos^2(\Delta t/2\hbar)$. It has become $L$ after $\pi\hbar/\Delta=5.0$ ns.

**How little asymmetry is needed**

Let some perturbation raise the right well above the left by $\delta$, after screening. From the definitions, $\langle R|H|L\rangle=(E_e-E_o)/2=-\Delta/2$. Measured from the mean energy, in the basis $(R,L)$,

$$H=\frac12\begin{pmatrix}\delta&-\Delta\\-\Delta&-\delta\end{pmatrix},\qquad E_\pm=\pm\tfrac12\sqrt{\delta^2+\Delta^2}.$$

In the ground state, $dE_-/d\delta=\langle\partial H/\partial\delta\rangle=(P_R-P_L)/2$, where $P_R$ and $P_L$ are the weights on the two sides. Differentiating $E_-$ then gives

$$P_L-P_R=\frac{\delta}{\sqrt{\delta^2+\Delta^2}} .$$

At $\delta=0$ the state is shared equally; at $\delta=\Delta$ the difference is 0.71; at $\delta=10\Delta$ it is 0.995. Diagonalization of the 15 nm film in a weak uniform field reproduces these last two values. An internal field of 0.34 V/cm is enough for $\delta=\Delta$, while the field at each face is 0.77 MV/cm.

**A real film**

The density chosen is a rough on-state value, and the corresponding oxide field, 2.3 MV/cm for a relative permittivity of 3.9, is below the rough breakdown field of 10 MV/cm. A thickness of 15 nm is large for a scaled device; (001) films of roughly 5 to 10 nm belong to the upper rows of the table. The table does not apply to fins with (110) side faces. There the lowest subband has a mass of about $0.32\,m_0$ across the body, and its splitting from the next level of the same mass is much larger at a given thickness.

Perfect symmetry is a demanding assumption. An extra atomic layer over one whole face does not break it: with equal gates and oxides, the film is symmetric about its new mid-plane. Unequal oxides do break it. Take equal gate potentials, oxides of 1.0 and 1.1 nm, and the same total sheet density, and solve the Schrödinger–Poisson problem again without imposing symmetry. In the 15 nm film the lowest two levels are then 2.9 meV apart, about 7,000 times $\Delta$, and the lowest state is one-sided. At 9 nm the lowest state has 97% of its weight on the side with the thinner oxide. At 5 nm it has only 53% there, so it still spreads over both halves.

Scattering matters too. A rough mobility of 300 cm²/Vs corresponds to a level broadening $\hbar/\tau$ of 20 meV. If the scattering differs between the faces, as with independent roughness, it disturbs the relative phase of $L$ and $R$ long before a 5 ns crossing is complete.

Other omissions change the size of $\Delta$ but keep the mirror symmetry. With $V$ otherwise held fixed, penetration into a 3.1 eV oxide barrier (oxide mass $0.5\,m_0$) lowers the splitting to 0.22 µeV. A zero-temperature local exchange potential of the total density shared between two valleys, added without renewed self-consistency, lowers it to 0.18 µeV. Local exchange built from each valley's own density at 300 K gives 0.13 µeV instead, or 0.21 µeV with self-consistency renewed. The image energy is left out of all these values. At the mean depth of 1.5 nm it is repulsive and about 10 meV if the oxide is thick, but a metal gate behind a thin oxide lowers it: with 1 nm of oxide it is attractive, about −5 meV. So 0.41 µeV belongs to this model; for a film, trust no more than its rough order of magnitude. The corrections do not all go one way: adding the image energy of both faces to the fixed $V$ raises the splitting, to about 1.3 µeV with thick oxides and about 0.55 µeV with gates behind 1 nm of oxide.

Silicon adds one qualification. Its two lower valleys are coupled by the sharp faces. An atomic-chain model with ideally abrupt ends and two band minima at $\pm0.85\,(2\pi/a_0)$, where $a_0$ is four layer spacings, placed in the same potential, gives a valley splitting of 7.7 meV and two close pairs, split by 0.09 and 0.24 µeV. All four states still have definite parity, but in this example (110 layer spacings, 109 sites) their order is even, odd, odd, even. That order is not general: with the potential rescaled to 108 spacings it becomes odd, even, even, odd, and the pair splittings change too. Moving the minima from 0.85 to 0.84 also reverses the order and changes the pair splittings to about 0.13 and 0.37 µeV, while the valley splitting stays near 7.8 meV. That splitting belongs to the abrupt ends of the chain and is not a value for a real interface. The ordering proof above used a single second-order equation, which the chain does not obey.

So use even and odd states when the mismatch and side-dependent broadening are small compared with $\Delta$. When the mismatch is much larger than $\Delta$, use left and right states, and attribute their one-sidedness to the asymmetry rather than to the presence of two inversion layers.

## Calculated quantities

```
INPUTS (rough typical values)
masses heavy, light: 0.92, 0.19 m0
permittivity film, oxide: 11.7, 3.9
sheet density, both layers: 1.00e+13 cm^-2
temperature: 300 K, kT = 25.85 meV
THICKNESS SCAN: V(0)-E0, splitting, gap to third level
t= 5.0 nm:    3.26 meV, 3.074e+04 ueV, 82.14 meV
t= 9.0 nm:   35.89 meV, 894.1 ueV, 44.98 meV
t=12.0 nm:   53.70 meV, 23.9 ueV, 50.85 meV
t=15.0 nm:   66.62 meV, 0.4099 ueV, 56.14 meV
t=18.0 nm:   76.81 meV, 0.005191 ueV, 58.26 meV
MAIN FILM, t = 15.0 nm
V(0) above the faces: 198.97 meV
E0 above V at faces: 132.356 meV
Fermi level minus E0: -4.11 meV
share of electrons in lowest pair: 0.506
density mid-plane / peak: 0.1101
parities of six levels: +1.0000 -1.0000 +1.0000 -1.0000 +1.0000 -1.0000
splitting, diagonalization: 0.40988 ueV
splitting, half-film identity: 0.40971 ueV
splitting, shooting: 0.40976 ueV
splitting, one-sided tail: 0.40987 ueV
kappa: 1.2683 nm^-1; phi(0)^2: 1.9509e-06 nm^-1
second pair splitting: 1.509 meV
slab 2.0 nm: ratio 7.91337e-02, law 7.91351e-02
slab 4.0 nm: ratio 6.26121e-03, law 6.26237e-03
max density difference / peak: 5.053e-05
even minus odd population: 2.995e+07 cm^-2
crossing time: 5.045 ns
right weight at 0, 1/2, 1 crossing: 1.0000 0.5000 0.0000
delta/Delta= 0.5: one-sided 0.4472, law 0.4472
delta/Delta= 1.0: one-sided 0.7071, law 0.7071
delta/Delta=10.0: one-sided 0.9950, law 0.9950
internal field for delta=Delta: 0.3425 V/cm
NEGLECTED OR COMPETING EFFECTS
oxide barrier, mass: 3.1 eV, 0.5 m0 (rough)
splitting with oxide penetration: 0.2204 ueV
splitting with local exchange: 0.1822 ueV
image energy at mean depth 1.52 nm: 10.15 meV
one-layer step (0.136 nm) shift: 7.20 meV
valley splitting, chain: 7.733 meV
chain pair splittings: 0.09207, 0.2448 ueV
chain parities: +1.000 -1.000 -1.000 +1.000
light-mass pair splitting: 7.805 meV
broadening at 300 cm2/Vs: 20.31 meV
kT / splitting: 6.307e+04
surface field in film: 0.773 MV/cm
oxide field: 2.320 MV/cm
```
